# Darwin and valley terms of a gapped Dirac electron

An electron in a gate-defined well in a monolayer semiconductor can be described by a one-band effective-mass equation, which has half as many components as a two-band one. Before using it, one must decide which corrections to the effective-mass equation to keep. With none, the levels of angular momentum $+1$ and $-1$ in a circular well are degenerate within a valley. With the term that couples the potential gradient to the momentum, they split. If absolute levels are wanted as well, a Darwin-like term and a quartic kinetic term must be kept alongside it. The theorem below fixes these terms and their signs.

## Setting and statement

Let $\tau=\pm1$ label the valley, $E_g$ the full gap, $v$ the interband velocity and $V(\mathbf r)$ the potential energy of the electron. With energies measured from the conduction edge and

$$\pi=\tau p_x+ip_y,\qquad \pi^\dagger=\tau p_x-ip_y,$$

the two-band Hamiltonian acting on $(\psi_c,\psi_v)$ is

$$H=\begin{pmatrix}V&v\pi^\dagger\\ v\pi&V-E_g\end{pmatrix}.$$

The assumptions are:

1. $V$ is smooth and acts equally on both components.
2. There is no magnetic field, so $[p_x,p_y]=0$.
3. The states contain wavenumbers $k$ with $\hbar vk\ll E_g$, and both the variation of $V$ and $\hbar v|\nabla V|/E_g$ are small against $E_g$.

The expansion is an asymptotic one on such states, not a statement about arbitrarily large momenta. Write $(\nabla V\times\mathbf p)_z=V_xp_y-V_yp_x$, where subscripts on $V$ denote derivatives.

**Theorem.** With $v$, $V$ and the momenta held fixed as $E_g$ grows, the conduction states are governed by

$$H_c=V+\frac{v^2p^2}{E_g}+\frac{\hbar^2v^2}{2E_g^2}\nabla^2V+\tau\frac{\hbar v^2}{E_g^2}(\nabla V\times\mathbf p)_z+O(E_g^{-3}).$$

In the representation constructed below, the third-order term is $-v^4p^4/E_g^3$.

The second term is $p^2/2m$ with $m=E_g/(2v^2)$. The third is the Darwin-like term. The fourth changes sign with the valley.

## Lemma 1: eliminating the valence component

Let $X$ be the operator that gives the valence component of every conduction state, $\psi_v=X\psi_c$. The two rows of $H\psi=\varepsilon\psi$ are

$$(V+v\pi^\dagger X)\psi_c=\varepsilon\psi_c,\qquad v\pi\psi_c+(V-E_g)X\psi_c=\varepsilon X\psi_c.$$

In the second row, $\varepsilon X\psi_c=X\varepsilon\psi_c$, and the first row replaces $\varepsilon\psi_c$. The energy drops out:

$$E_gX=v\pi+[V,X]-Xv\pi^\dagger X.$$

We solve this by powers of $1/E_g$. The first term gives $X_1=v\pi/E_g$. Inserting $X_1$ in the commutator gives

$$X_2=\frac{v}{E_g^2}W,\qquad W=[V,\pi]=i\hbar D,\qquad D=\tau V_x+iV_y,$$

because $[V,p_x]=i\hbar V_x$ and likewise for $y$. At the next order $[V,X_2]=0$, since $W$ is a function of position. The last term of the equation gives

$$X_3=-\frac{v^3}{E_g^3}\pi\pi^\dagger\pi.$$

Also $\pi^\dagger\pi=p^2+i\tau[p_x,p_y]=p^2$. The operator in the first row is therefore

$$K=V+v\pi^\dagger X=V+\frac{v^2p^2}{E_g}+\frac{v^2}{E_g^2}\pi^\dagger W-\frac{v^4p^4}{E_g^3}+O(E_g^{-4}).$$

## Lemma 2: the commutators

We need $\pi^\dagger W$. Moving $\pi^\dagger$ to the right of $D$ produces a derivative:

$$[\pi^\dagger,D]=-i\hbar(\tau\partial_x-i\partial_y)(\tau V_x+iV_y)=-i\hbar\nabla^2V,$$

where the two mixed derivatives cancel and $\tau^2=1$. Hence $\pi^\dagger W=\hbar^2\nabla^2V+i\hbar D\pi^\dagger$. Multiplying out,

$$D\pi^\dagger=V_xp_x+V_yp_y-i\tau(V_xp_y-V_yp_x),$$

so that

$$\pi^\dagger W=\hbar^2\nabla^2V+i\hbar\nabla V\cdot\mathbf p+\tau\hbar(\nabla V\times\mathbf p)_z.$$

For the adjoint, $W^\dagger=-i\hbar D^*$ with $D^*=\tau V_x-iV_y$, and

$$W^\dagger\pi=-i\hbar\nabla V\cdot\mathbf p+\tau\hbar(\nabla V\times\mathbf p)_z.$$

Half the sum of the last two lines is

$$\tfrac12(\pi^\dagger W+W^\dagger\pi)=\tfrac12\hbar^2\nabla^2V+\tau\hbar(\nabla V\times\mathbf p)_z.$$

## Proof of the theorem

The operator $K$ is not Hermitian: it contains $i\hbar\nabla V\cdot\mathbf p$, and its Darwin term is twice that of the theorem. The reason is that $\psi_c$ alone does not carry the full norm, which is

$$\langle\psi_c|\psi_c\rangle+\langle X\psi_c|X\psi_c\rangle=\langle\psi_c|N|\psi_c\rangle,\qquad N=1+X^\dagger X.$$

The function $\phi=N^{1/2}\psi_c$ is correctly normalized and obeys $H_c\phi=\varepsilon\phi$ with $H_c=N^{1/2}KN^{-1/2}$. From Lemma 1,

$$N=1+N_2+N_3+O(E_g^{-4}),\quad N_2=\frac{v^2p^2}{E_g^2},\quad N_3=\frac{v^2}{E_g^3}(\pi^\dagger W+W^\dagger\pi).$$

Since $N^{1/2}=1+\frac12(N_2+N_3)+O(E_g^{-4})$ and the inverse root has the opposite sign,

$$H_c=K+\tfrac12[N_2+N_3,K]+O(E_g^{-4}).$$

*Second order.* The contribution from $K$ is $\pi^\dagger W=\pi^\dagger V\pi-\pi^\dagger\pi V$, and the commutator adds $\frac12[\pi^\dagger\pi,V]$, both times $v^2/E_g^2$. Their sum is

$$\pi^\dagger V\pi-\tfrac12(\pi^\dagger\pi V+V\pi^\dagger\pi)=\tfrac12\pi^\dagger[V,\pi]+\tfrac12[\pi^\dagger,V]\pi=\tfrac12(\pi^\dagger W+W^\dagger\pi),$$

using $W^\dagger=[\pi^\dagger,V]$. Lemma 2 turns this into the Darwin and valley terms with the stated factors.

*Third order.* $K$ supplies $-v^4p^4/E_g^3$. The commutator of $N_2$ with $v^2p^2/E_g$ vanishes. What remains is $\frac12[N_3,V]$, which contains

$$[\pi^\dagger W,V]+[W^\dagger\pi,V]=W^\dagger W-W^\dagger W=0.$$

This proves the theorem. $\square$

**Remark on representation.** A further unitary transformation generated by $S=c\,v^2[p^2,V]/E_g^3$, with $c$ a real number, adds $[S,V]=-2c\hbar^2v^2|\nabla V|^2/E_g^3$ at third order. A term in $|\nabla V|^2$ at that order therefore need not signal different physics.

## Which terms belong together at fixed mass

To compare the corrections at a given mass, hold $m$ fixed instead of $v$. Substituting $v^2=E_g/(2m)$ gives

$$H_c=\frac{p^2}{2m}+V+\frac{1}{E_g}\left[\frac{\hbar^2\nabla^2V}{4m}+\frac{\tau\hbar}{2m}(\nabla V\times\mathbf p)_z-\frac{p^4}{4m^2}\right]+O(E_g^{-2}).$$

The quartic term has moved up to the order of the other two. No further term does so. A term with $2j$ factors of $v\pi$ or $v\pi^\dagger$ and $q$ factors of $V$ must have the dimension of energy, so it carries $E_g^{-(2j+q-1)}$. At fixed mass, $v^{2j}$ contributes $E_g^{j}$, which leaves $E_g^{-(j+q-1)}$. First order requires $j+q=2$. The case $j=2$, $q=0$ is the quartic term, and $j=q=1$ gives the Darwin and valley terms. The case $j=0$, $q=2$ is absent, because without interband coupling the conduction component feels just $V$.

## Meaning of the valley term

The physical position $\mathbf r$ acts equally on both components, as $V$ does. In the new representation it becomes $N^{-1/2}(\mathbf r+X^\dagger\mathbf rX)N^{-1/2}$, which to second order is

$$\mathbf r+\frac{v^2}{E_g^2}\left(\pi^\dagger\mathbf r\pi-\tfrac12\{\pi^\dagger\pi,\mathbf r\}\right).$$

This is the combination already evaluated, with $V$ replaced by $x$ or $y$. The physical position is therefore $\mathbf r+\mathbf A$, where, with $\mathbf k=\mathbf p/\hbar$,

$$\mathbf A=\tau\left(\frac{\hbar v}{E_g}\right)^2(k_y,-k_x).$$

The valley term equals $\mathbf A\cdot\nabla V$: it is the change of potential energy caused by this displacement. The curl of $\mathbf A$ in $\mathbf k$ is the Berry curvature at the band edge,

$$\Omega=\partial_{k_x}A_y-\partial_{k_y}A_x=-2\tau(\hbar v/E_g)^2.$$

A uniform force is a useful limit. There $\nabla^2V=0$ and the Darwin term vanishes, but the valley term gives a velocity $\partial H_c/\partial\mathbf p$ with the transverse part $\tau(\hbar v^2/E_g^2)(-V_y,V_x)$. Since $\hbar\dot{\mathbf k}=-\nabla V$, the displacement contributes

$$\dot{\mathbf A}=\tau\frac{\hbar v^2}{E_g^2}(-V_y,V_x),$$

the same amount again. A transport calculation that differentiates $H_c$ and leaves out $\dot{\mathbf A}$ obtains half of the anomalous velocity.

## Corollary: a circular well

For $V=V(r)$ the gradient is $V'\mathbf r/r$, so $(\nabla V\times\mathbf p)_z=(V'/r)(xp_y-yp_x)$. On a conduction component of angular momentum $\hbar l$ this is $\hbar lV'/r$. The leading levels $l=\pm1$ share one radial function, hence also one Darwin shift and one quartic shift. To first order in the corrections,

$$E(+1)-E(-1)=2\tau\left(\frac{\hbar v}{E_g}\right)^2\left\langle\frac{V'}{r}\right\rangle.$$

In a well whose potential rises steadily outward, $V'>0$, so $l=+1$ lies higher for $\tau=+1$ and lower for $\tau=-1$.

*Harmonic limit.* Take $V=\frac12m\omega^2r^2$, for which $V'/r=m\omega^2$ and $\nabla^2V=2m\omega^2$. The Darwin shift is $(\hbar\omega)^2/(2E_g)$ and the valley shift is $\tau l(\hbar\omega)^2/(2E_g)$. In the lowest state of given $l$, the variable $s=p^2/(m\hbar\omega)$ has probability density proportional to $s^{|l|}e^{-s}$, so $\langle s^2\rangle=(|l|+1)(|l|+2)$. With $p^2/2m=\frac12\hbar\omega s$, the quartic shift $-\langle(p^2/2m)^2\rangle/E_g$ is

$$-\frac{(|l|+1)(|l|+2)}{4}\frac{(\hbar\omega)^2}{E_g}.$$

For $l=0$ this is $-(\hbar\omega)^2/(2E_g)$ and cancels the Darwin shift. Adding the Darwin term alone would thus move the ground level by an amount that the consistent first-order result does not contain.

## Worked example

Take $E_g=1.7$ eV and $\hbar v=0.35$ eV nm, rough values in the regime of monolayer MoS$_2$, and the well $V=-V_0e^{-r^2/2a^2}$ with $V_0=100$ meV and $a=5$ nm. The mass is 0.53 free-electron masses, and $(\hbar v/E_g)^2=(0.2059\ \text{nm})^2=0.0424$ nm$^2$.

The levels were found by diagonalization in 50 Bessel functions per angular momentum, with the conduction component vanishing at 40 nm. The leading equation, $p^2/2m+V$, gives $-77.45$ meV for $l=0$ and $-56.48$ meV for $l=\pm1$. The table gives shifts from these values in meV for $\tau=+1$. The three corrections are averages in the leading states, and the last column comes from the full two-band Hamiltonian.

| $l$ | Darwin | valley | $p^4$ | sum | two-band |
|---|---|---|---|---|---|
| 0 | 0.131 | 0 | −0.135 | −0.004 | −0.004 |
| +1 | 0.096 | 0.129 | −0.347 | −0.123 | −0.122 |
| −1 | 0.096 | −0.129 | −0.347 | −0.380 | −0.371 |

Entries are rounded separately. The near cancellation for $l=0$ may be compared with the exact one in the harmonic well. The valley shift can be traced by hand: $V'/r=(V_0/a^2)e^{-r^2/2a^2}$ is at most $100/25=4$ meV/nm$^2$, which would give $0.0424\times4=0.170$ meV. Averaging the exponential over the $l=1$ state reduces this to 0.129 meV.

With one more digit kept in the valley shift, the formula gives a splitting of $2\times0.1287=0.257$ meV. The two-band value is 0.249 meV, or 60 GHz, so the formula is 3.4 % high relative to it. The difference comes from $l=-1$, whose summed shift lies 0.009 meV below the two-band one. The summed shift for $l=+1$ is also too low, by 0.001 meV, which slightly reduces the error of the splitting. The expansion is in its regime: the mean kinetic energy of the $l=1$ state is 1.1 % of the gap and the well depth is 6 %.

## What a real device changes

The two-band mass is close to the roughly 0.5 free-electron masses found in band calculations for MoS$_2$. The gap of 1.7 eV is typical of simple density-functional calculations; the gap for adding an electron or a hole is larger and depends on the surroundings. With $v$ held fixed, 2.2 eV would multiply the coefficient by $(1.7/2.2)^2=0.60$. The two-band splitting in the example would fall slightly less, to 0.63 of its value, mainly because the mass grows with the gap and draws the state inward. With the mass held fixed instead, the coefficient is $\hbar^2/(2mE_g)$ and the factor is $1.7/2.2=0.77$; which case is closer depends on how $v$ changes along with the gap. The splitting also falls quickly as the well widens, and wells defined by gates are usually several times wider than the one in the example. For $a=20$ nm at the same depth, the bound on $V'/r$ limits the splitting to $2\times0.0424\times100/400=0.021$ meV, below the thermal energy of 0.086 meV at 1 K.

The corollary also assumes circular symmetry. If the widths along $x$ and $y$ differ by a fraction $\eta$, then to first order

$$\delta V=-\eta V_0\frac{r^2}{2a^2}e^{-r^2/2a^2}\cos2\theta,$$

which couples $l=+1$ to $l=-1$. For $\eta=1$ % this coupling alone would split the pair by 0.194 meV. It is off-diagonal where the valley term is diagonal, so the two add approximately in quadrature, $\sqrt{0.249^2+0.194^2}=0.316$ meV; the full two-band Hamiltonian in the elliptical well gives 0.314 meV. At $\eta=1.3$ % they are about equal. A measured splitting by itself therefore identifies the valley term only if the shape of the well is known to better than this.

Other omissions change the splitting less here:

- The valence band is spin-split by roughly 0.15 eV, so the two spins see different gaps. At 1.625 and 1.775 eV, with $v$ fixed, the splitting is 0.270 and 0.230 meV. The conduction band is spin-split too, by a few meV in MoS$_2$, but to leading order this moves both levels of one spin together.
- A remote band 3 eV away, coupled with half the velocity, would change the coefficient by about $0.5^2(1.7/3)^2=8$ %, up or down according to the handedness of the coupling. It would also change the inverse mass, by about $0.5^2(1.7/3)=14$ %, but the splitting responds weakly to the mass (a 10 % lighter mass lowers it by under 2 %), so this adds only about 2 %.
- In a nearest-neighbour honeycomb model with a 0.32 nm period, the coupling is no longer linear in momentum. The added terms, trigonal warping among them, lower the $l=0$ level by about 0.03 meV and the $l=\pm1$ levels by about 0.1 meV, but change the splitting by only about 0.001 meV. This lattice is an illustration: both band edges of MoS$_2$ at the valley are mainly molybdenum $d$ orbitals on one site, so the model does not fix the size of these terms in the real material.

The result is for one electron. The charging scale $e^2/(4\pi\varepsilon_0\varepsilon_ra)$ for a second one is 58 meV at $\varepsilon_r=5$, far above every correction discussed. Atomically sharp defects violate the smoothness assumption and can mix the valleys, which the theorem does not describe.
